# Valley-triplet population of the antimony donor in germanium at 4.2 K

## Problem

An antimony atom on a germanium site is a shallow donor. Its lowest orbital, the 1s state, can be built from any of the four conduction-band valleys of germanium, so there are four 1s states apart from spin. In an unstrained crystal they form a singlet and, 0.32 meV above it, a triplet.

The donor holds one electron and is in thermal equilibrium at 4.2 K. What is the probability that the electron is in the triplet?

"In the triplet" means in any of its three orbital states, with either spin. There is no magnetic field, and the donor is far from other donors. Spin-orbit splitting of the triplet and all orbitals above the 1s group are neglected at first; their effect is estimated after the solution.

## Hints

1. Compare the splitting with $kT$ in the same unit. Is the triplet frozen out, fully accessible, or in between?
2. A Boltzmann factor belongs to a state, not to a level. How many states does each level have?
3. Does spin change the ratio of the two level populations?
4. The ratio of triplet to singlet population is not yet the probability asked for. What must it be divided by?

## Solution

**The levels and their degeneracies.** The four valleys lie along the $\langle 111\rangle$ axes. Let $|i\rangle$, $i=1,\dots,4$, be the 1s state built from valley $i$, with phases chosen so that the symmetry operations of the donor site permute these states without changing their signs. The site has tetrahedral symmetry, whose 24 operations produce all 24 permutations of the four axes. The Hamiltonian must be unchanged by each of them. Hence all its diagonal elements are equal, and all its off-diagonal elements are equal:

$$H_{ii}=A,\qquad H_{ij}=B\quad(i\neq j).$$

Apply $H$ to a vector with components $c_i$. Separating the diagonal term gives

$$(Hc)_i = A c_i + B\sum_{j\ne i}c_j=(A-B)\,c_i+B\sum_j c_j .$$

If all $c_i$ are equal, the last sum is $4c_i$ and the energy is $A+3B$. This is one state. If the components add up to zero, the last term vanishes and the energy is $A-B$. There are three independent vectors of this kind. The gap from the singlet up to the triplet is

$$\Delta=(A-B)-(A+3B)=-4B .$$

Symmetry gives the degeneracies 1 and 3. It does not give the size or the sign of $B$; the stated order, singlet lowest, means $B=-\Delta/4<0$, with $\Delta=0.32$ meV.

**The Boltzmann weights.** Measure energy from the singlet. Each orbital state occurs with two spin directions of equal energy, so the singlet has total weight 2 and the triplet has total weight $2\times3\,e^{-\Delta/kT}$. The probability of the triplet is its share of the total:

$$P_t=\frac{6\,e^{-\Delta/kT}}{2+6\,e^{-\Delta/kT}}=\frac{3\,e^{-x}}{1+3\,e^{-x}},\qquad x=\frac{\Delta}{kT}.$$

The spin factor has cancelled because it is the same for both levels.

The chemical potential $\mu$ does not appear either. Every one-electron state of the donor carries the same extra factor $e^{\mu/kT}$, which cancels once the donor is known to hold one electron. It would be wrong to give each level its own independent Fermi function, since that would allow several electrons on the donor at once, whereas their repulsion makes this very costly: in a hydrogen-like estimate a second electron is bound by only about 0.5 meV, and at 4.2 K and light doping a negligible fraction of the donors holds two.

**The numbers.** With $k=0.086173$ meV/K,

$$kT=0.086173\times4.2=0.3619\ \text{meV},\qquad x=\frac{0.32}{0.3619}=0.884 .$$

Then $e^{-x}=0.4131$, the triplet weight is $3e^{-x}=1.239$, and

$$P_t=\frac{1.239}{1+1.239}=0.553 .$$

The electron is in the triplet with a probability of about **55 percent**, and in the singlet with about 45 percent.

**Reading the result.** The upper level holds more than half of the population, yet no single upper state is favoured. Each triplet orbital has 18.4 percent, less than half of the singlet's share. The triplet wins by number. Leaving out the factor 3 would give 29.2 percent, on the wrong side of one half.

The limits follow from the formula. As $T\to0$, $x\to\infty$ and $P_t\to0$. When $kT\gg\Delta$, $e^{-x}\to1$ and $P_t\to3/4$, the fraction of the states that belong to the triplet. Within this model $P_t$ is about 7 percent at 1 K, 32 percent at 2 K and 67 percent at 10 K. The high-temperature limit is a property of the four-state model: in the real donor, higher orbitals and ionization take over before it can be followed far.

**How many digits are meaningful?** Write $R=3e^{-x}$, so that $P_t=R/(1+R)$. Since $dR/dx=-R$,

$$\frac{dP_t}{dx}=\frac{1}{(1+R)^2}\,(-R)=-P_t(1-P_t).$$

With $\partial x/\partial\Delta=1/kT$ and $\partial x/\partial T=-\Delta/(kT^2)$, this gives

$$\frac{\partial P_t}{\partial\Delta}=-\frac{P_t(1-P_t)}{kT}=-0.683\ \text{per meV},$$

$$\frac{\partial P_t}{\partial T}=P_t(1-P_t)\frac{\Delta}{kT^2}=0.052\ \text{per K}.$$

A splitting quoted as 0.32 meV may be off by 0.005 meV through rounding alone. That moves $P_t$ by 0.34 percentage points. A temperature error of 0.1 K moves it by 0.52 points. "About 55 percent" is therefore as fine as the data allow.

## The model beside a real crystal

The estimates below use rough typical values for germanium and a chosen light doping of $10^{14}\ \text{cm}^{-3}$.

*Higher orbitals.* The next donor orbitals lie roughly 5 meV above the singlet. Take all orbitals with $n=2$ and $n=3$, which number $4(2^2+3^2)=52$ over the four valleys, and place every one at this lowest gap. Together they then hold a fraction of only $2\times10^{-5}$.

*Ionization.* Let $n$ be the density of free electrons, $N_D$ that of donors and $E_b\approx10$ meV the depth of the singlet below the band. Without acceptors, each free electron leaves one ionized donor. For a dilute electron gas, the ratio of occupied to ionized donors is $n/N_c$ times the donor's sum of weights measured from the band edge, so

$$\frac{N_D-n}{n}=\frac{n}{N_c}\,2\,(1+3e^{-x})\,e^{E_b/kT}.$$

Here $N_c=8\,(m\,kT/2\pi\hbar^2)^{3/2}$ counts four valleys and two spins, with $m=(m_l m_t^2)^{1/3}$. Masses of $m_l=1.6$ and $m_t=0.08$ electron masses give $N_c=1.7\times10^{16}\ \text{cm}^{-3}$ at 4.2 K. Solving the quadratic equation for $n$ gives an ionized fraction of $6\times10^{-6}$. Acceptors would empty more donors. That alone does not alter $P_t$, which refers to occupied donors, but the electric fields of the resulting charges are not estimated here.

*Neighbouring donors.* The typical spacing is $r=(3/4\pi N_D)^{1/3}=134$ nm, against an orbit radius $a_0$ of roughly 6.5 nm. This is the radius across the valley axis; along the axis, where the mass is heavy, it is only about 2.3 nm, so using the larger value in all directions errs towards too strong a coupling. A hydrogen-like estimate of the coupling, $2E_b(1+r/a_0)e^{-r/a_0}$, is of order $10^{-6}$ meV. This holds for a typical donor, not for every one. If the donors are placed at random, about 3 percent of them have a neighbour within 40 nm, where the same estimate gives a coupling of about $\Delta$. The estimate describes one electron shared by two donors. When each donor holds its own electron, the repulsion between the electrons hinders the transfer and weakens its effect on the levels, so 40 nm is a cautious limit. Much closer pairs need a separate treatment. They become more common as the doping rises, so the isolated-donor picture is restricted to light doping.

*Spin-orbit splitting.* Suppose that the six triplet states were split by 0.03 meV, an assumed value, into four upper and two lower states with their mean energy unchanged. $P_t$ would change by 0.02 points.

The absence of strain is a further assumption. It is the subject of the second variation.

## Variation 1: when are the two levels equally populated?

Equal populations require equal weights:

$$3e^{-\Delta/kT}=1\quad\Longrightarrow\quad \frac{\Delta}{kT}=\ln3\quad\Longrightarrow\quad T=\frac{\Delta}{k\ln3}\approx3.4\ \text{K}.$$

The same condition can be read as $\Delta-kT\ln3=0$: the energy cost of the triplet is balanced by $T$ times its entropy advantage $k\ln3$. At 4.2 K, slightly above this temperature, the entropy term is the larger, and so the answer exceeds one half.

## Variation 2: how unstrained must the crystal be?

Stretch the crystal by a small strain $e$ along $[111]$ and let it contract by $e/2$ in the two perpendicular directions, so that the volume is unchanged to first order. A valley whose axis makes an angle $\theta$ with $[111]$ shifts by

$$\Xi_u e\left(\cos^2\theta-\tfrac12\sin^2\theta\right),$$

where $\Xi_u\approx16$ eV is a rough value of the shear deformation potential. The valley along $[111]$ has $\cos^2\theta=1$ and shifts by $a=\Xi_u e$. The other three have $\cos^2\theta=1/9$ and shift by $a(1/9-4/9)=-a/3$.

Use the orthonormal states $s=\tfrac12(1,1,1,1)$ and $t=\tfrac1{\sqrt{12}}(3,-1,-1,-1)$. The valley shifts have the matrix elements

$$\langle s|V|s\rangle=\tfrac14\left(a-3\cdot\tfrac a3\right)=0,\qquad
\langle t|V|t\rangle=\tfrac1{12}\left(9a-3\cdot\tfrac a3\right)=\tfrac{2a}{3},$$

$$\langle s|V|t\rangle=\tfrac{1}{2\sqrt{12}}\left(3a+3\cdot\tfrac a3\right)=\tfrac{a}{\sqrt3}.$$

The two remaining triplet states have no component on the first valley. They do not mix with $s$ or $t$, and their energy is $\Delta-a/3$. For $|a|\ll\Delta$, second-order perturbation theory gives the other two energies:

$$E_s\approx-\frac{a^2}{3\Delta},\qquad E_t\approx\Delta+\frac{2a}{3}+\frac{a^2}{3\Delta}.$$

Let $u=a/kT$, also small, and note that $a^2/(\Delta kT)=u^2/x$. Expanding the weights to order $u^2$, the lowest state has $1+u^2/(3x)$, and the upper three have together

$$e^{-x}\left[2\left(1+\frac u3+\frac{u^2}{18}\right)+1-\frac{2u}{3}+\frac{2u^2}{9}-\frac{u^2}{3x}\right]
=3e^{-x}\left[1+\frac{u^2}{9}-\frac{u^2}{9x}\right].$$

The linear terms cancel. Dividing by the weight of the lowest state subtracts a further $u^2/(3x)$ in the bracket, so the ratio $R$ changes by the relative amount $\delta R/R=\frac{u^2}{9}\left(1-\frac4x\right)$. Because $\delta P=P_t(1-P_t)\,\delta R/R$, the population above the lowest level changes by

$$\delta P=\frac{P_t(1-P_t)}{9}\left(\frac{a}{kT}\right)^2\left(1-\frac4x\right).$$

This is negative here, since $x<4$. It refers to the levels of the strained donor. The weight on the original triplet states, that is, on everything orthogonal to $s$, is a different quantity once $s$ and $t$ mix; it rises slightly instead, to about 56 percent at $|e|=10^{-5}$. For larger strains the four-valley matrix has to be diagonalized numerically. At a fixed 4.2 K this gives the following populations above the lowest level, rounded to whole percent because $\Xi_u$ is a rough value:

| Size of $e$ | Stretched, $e>0$ | Compressed, $e<0$ |
|---|---|---|
| $10^{-6}$ | 55 % | 55 % |
| $10^{-5}$ | 54 % | 53 % |
| $10^{-4}$ | 50 % | 1 % |

A strain of $10^{-6}$ is harmless. At $10^{-4}$ the valley shift is 1.6 meV, five times $\Delta$, and the sign decides the outcome. Compression lowers the single $[111]$ valley, and nearly all electrons settle there. Stretching lowers the other three valleys together. Their mutual coupling $-\Delta/4$ leaves one combination below two others, so about half of the population remains above the lowest level.

The direction of the strain matters too. A stretch along a cube axis such as $[001]$ makes the same angle with all four valley axes. It shifts the valleys equally and, in this valley-shift model, leaves $P_t$ unchanged. A germanium sample clamped or glued to a holder and then cooled can acquire strain that shifts the valleys unequally, and the answer of 55 percent applies to it only if that strain is small: below roughly $6$ to $8\times10^{-6}$ along $[111]$ or $[110]$, with more allowed for directions close to a cube axis.

Numerical values quoted here were computed with a short program.
